# Vibrational surface free energy of a nearest-neighbour fcc (100) slab: a numerical check

```python
# Vibrational surface free energy of an ideal fcc (100) face, nearest-neighbour springs.
# Result under test, per surface atom, at high temperature T:
#   f(T) = kB*T*L - (hbar*w0)^2/(6*kB*T),  w0^2 = k/M,
# L = excess sum of ln(frequency) per surface atom, a pure negative number.
# The static surface energy is 2*eps per surface atom (eps = bond energy).
# Matrices are in units of k/M, lengths in units of the bond length d.
# x and y run along the in-plane bonds, z along the surface normal.
# q = in-plane wavevector times d, theta = phase advance per layer.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

IN_PLANE = np.array([[1.0, 0, 0], [0, 1.0, 0]])
UPWARD = np.array([[sx / 2, sy / 2, np.sqrt(0.5)] for sx in (1, -1) for sy in (1, -1)])


def dagger(m):
    return m.conj().swapaxes(-1, -2)


def bond_tensor(n, tau):
    # tau = transverse over longitudinal stiffness (zero for an unstretched bond)
    nn = np.outer(n, n)
    return nn + tau * (np.eye(3) - nn)


def layer_blocks(q, tau=0.0):
    plane = sum((2 - 2 * np.cos(q @ n[:2]))[:, None, None] * bond_tensor(n, tau)
                for n in IN_PLANE)
    onsite = sum(bond_tensor(n, tau) for n in UPWARD)
    hop = sum(np.exp(1j * (q @ n[:2]))[:, None, None] * bond_tensor(n, tau)
              for n in UPWARD)
    return plane, onsite, hop


def slab_matrices(q, layers, tau=0.0, outer=1.0, cyclic=False):
    # outer = factor on the springs between the two outermost layers of each face
    plane, onsite, hop = layer_blocks(q, tau)
    D = np.zeros((len(q), 3 * layers, 3 * layers), complex)
    for l in range(layers):
        s = slice(3 * l, 3 * l + 3)
        D[:, s, s] += plane
    for l in range(layers if cyclic else layers - 1):
        up = (l + 1) % layers
        s, t = slice(3 * l, 3 * l + 3), slice(3 * up, 3 * up + 3)
        w = outer if (l in (0, layers - 2) and not cyclic) else 1.0
        D[:, s, s] += w * onsite
        D[:, t, t] += w * onsite
        D[:, s, t] -= w * hop
        D[:, t, s] -= w * dagger(hop)
    return D


def theta_grid(count):
    return 2 * np.pi * (np.arange(count) + 0.5) / count


def bulk_matrices(q, count, tau=0.0):
    plane, onsite, hop = layer_blocks(q, tau)
    phase = np.exp(1j * theta_grid(count))[None, :, None, None]
    forward = hop[:, None] * phase
    return (plane + 2 * onsite)[:, None] - forward - dagger(forward)


def q_grid(n):
    # midpoints of one quadrant of the surface zone (mirror symmetry gives the rest)
    p = np.pi * (np.arange(n) + 0.5) / n
    return np.array([[x, y] for x in p for y in p])


def L_cleavage(n, count=400):
    # infinite crystal: determinant of the four bonds cut per surface cell
    total, q_all = 0.0, q_grid(n)
    for q in np.array_split(q_all, max(1, len(q_all) // 100)):
        G = np.linalg.inv(bulk_matrices(q, count))
        K = UPWARD @ G @ UPWARD.T
        g = np.exp(1j * ((q @ UPWARD[:, :2].T)[:, None, :]
                         + theta_grid(count)[None, :, None])) - 1
        M = (g[..., :, None] * K * g.conj()[..., None, :]).mean(axis=1)
        total += np.linalg.slogdet(np.eye(4) - M)[1].sum()
    return total / (4 * len(q_all))


def L_slab(q, layers, tau=0.0, outer=1.0):
    slab = np.linalg.slogdet(slab_matrices(q, layers, tau, outer))[1]
    bulk = np.linalg.slogdet(bulk_matrices(q, 200, tau))[1].mean(axis=1)
    return (slab - layers * bulk).mean() / 4


# ---------- example parameters: rough values in the regime of fcc aluminium ----------
a_nm, mass_u, k_spring, eps_eV, cohesive_eV, valence = 0.405, 27.0, 20.0, 0.25, 3.4, 3
eV = const.e
kB = const.k / eV * 1000                       # meV/K
d_m = a_nm * 1e-9 / np.sqrt(2)
area_nm2 = a_nm**2 / 2
w0 = np.sqrt(k_spring / (mass_u * const.atomic_mass))
hw0 = const.hbar * w0 / eV * 1000              # meV
kd2 = k_spring * d_m**2 / eV * 1000            # meV
static = 2 * eps_eV * 1000                     # meV per surface atom
to_mJ_m2 = eV * 1e-3 / (area_nm2 * 1e-18) * 1e3  # meV per surface atom -> mJ/m^2

# ---------- Morse bond with the same stiffness and depth, in units of k*d^2 ----------
depth = eps_eV * 1000 / kd2
alpha = np.sqrt(1 / (2 * depth))


def morse(r):
    y = np.exp(-alpha * (r - 1))
    return (depth * (y * y - 2 * y), 2 * depth * alpha * (y - y * y),
            2 * depth * alpha**2 * (2 * y * y - y))


# Test: dynamical matrix and static energy against a real-space Morse slab
for stretch in (1.0, 1.02):
    sites = stretch * np.array([[i + l / 2, j + l / 2, l * np.sqrt(0.5)]
                                for l in range(3) for i in range(3) for j in range(3)])
    pairs = []
    for i in range(27):
        for j in range(i + 1, 27):
            for sx in (-1, 0, 1):
                for sy in (-1, 0, 1):
                    shift = 3 * stretch * np.array([sx, sy, 0])
                    if np.linalg.norm(sites[j] + shift - sites[i]) < 1.2 * stretch:
                        pairs.append((i, j, *shift))
    pairs = np.array(pairs)
    first, second, shifts = pairs[:, 0].astype(int), pairs[:, 1].astype(int), pairs[:, 2:]

    def gradient(x):
        x = x.reshape(-1, 3)
        v = x[second] + shifts - x[first]
        r = np.linalg.norm(v, axis=1)
        pull = (morse(r)[1] / r)[:, None] * v
        out = np.zeros_like(x)
        np.add.at(out, second, pull)
        np.add.at(out, first, -pull)
        return out.ravel()

    x0, step = sites.ravel(), 1e-4
    hessian = np.array([(gradient(x0 + step * e) - gradient(x0 - step * e)) / (2 * step)
                        for e in np.eye(81)])
    real_space = np.linalg.eigvalsh((hessian + hessian.T) / 2)
    _, v1, v2 = morse(stretch)
    q3 = 2 * np.pi / 3 * np.array([[i, j] for i in range(3) for j in range(3)])
    bloch = v2 * np.linalg.eigvalsh(slab_matrices(q3, 3, v1 / (stretch * v2)))
    assert np.max(np.abs(real_space - np.sort(bloch.ravel()))) < 1e-5
    if stretch == 1.0:
        lengths = np.linalg.norm(sites[second] + shifts - sites[first], axis=1)
        excess_static = (morse(lengths)[0].sum() + 6 * depth * 27) / 18 * kd2
        assert abs(excess_static - static) < 1e-6 * static

# Test: cutting the crystal lowers or keeps every ordered squared frequency
q12 = q_grid(12)
cut = np.linalg.eigvalsh(slab_matrices(q12, 6))
uncut = np.linalg.eigvalsh(slab_matrices(q12, 6, cyclic=True))
assert np.all(cut <= uncut + 1e-10)

# ---------- the pure number L ----------
L_grid = {n: L_cleavage(n) for n in (12, 16, 24, 32)}
L = (4 * L_grid[32] - L_grid[16]) / 3
L_check = (4 * L_grid[24] - L_grid[12]) / 3
assert abs(L - L_check) < 1e-4 and L < 0

# Test: 4x4 determinant against the eigenvalues of a thick slab on the same q points
LAYERS = 40
slab_sq = np.linalg.eigvalsh(slab_matrices(q12, LAYERS))
bulk_sq = np.linalg.eigvalsh(bulk_matrices(q12, 400))


def surface_excess(fun):
    return 0.5 * (fun(slab_sq).sum() / len(q12)
                  - LAYERS * fun(bulk_sq).sum() / (len(q12) * 400))


L_thick = surface_excess(lambda s: 0.5 * np.log(s))
assert abs(L_thick - L_grid[12]) < 2e-4


def f_direct(T, quantum):
    # definition: zero-point plus thermal part of every mode, in meV
    def mode(s):
        e = quantum * np.sqrt(s)
        return e / 2 + kB * T * np.log(-np.expm1(-e / (kB * T)))
    return surface_excess(mode)


# Test: slope and first quantum term, for two frequency scales
for scale in (1.0, 1.5):
    slope = (f_direct(910, scale * hw0) - f_direct(890, scale * hw0)) / 20 / kB
    law = L_grid[12] + (scale * hw0 / (kB * 900))**2 / 6
    assert abs(slope - law) < 1e-3


def quantum_part(T):
    def mode(s):
        x = hw0 * np.sqrt(s) / (kB * T)
        return kB * T * (x / 2 + np.log(-np.expm1(-x) / x))
    return surface_excess(mode)


first_term_900 = -hw0**2 / (6 * kB * 900)
assert abs(quantum_part(900) / first_term_900 - 1) < 0.01

zero_point = surface_excess(lambda s: 0.5 * hw0 * np.sqrt(s))
assert zero_point < 0

# Einstein estimate: only the on-site block of a surface atom and of a bulk atom
onsite = sum(np.outer(n, n) for n in UPWARD)
plane_self = 2 * sum(np.outer(n, n) for n in IN_PLANE)
surface_block, bulk_block = plane_self + onsite, plane_self + 2 * onsite
L_einstein = 0.5 * np.log(np.linalg.det(surface_block) / np.linalg.det(bulk_block))

# Thickness dependence on one common set of q points
q24 = q_grid(24)
L_thin = {n: L_slab(q24, n) for n in (4, 8, 16)}
assert abs(L_thin[16] - L_grid[24]) < abs(L_thin[4] - L_grid[24])

# ---------- size of neglected effects at 900 K ----------
T_hot = 900.0
L_ref = L_slab(q12, 24)
shift_stiff = kB * T_hot * (L_slab(q12, 24, outer=1.2) - L_ref)
shift_soft = kB * T_hot * (L_slab(q12, 24, outer=0.8) - L_ref)

q8, t_hot = q_grid(8), kB * T_hot / kd2


def bulk_quasiharmonic(strain):
    v, v1, v2 = morse(1 + strain)
    logdet = np.linalg.slogdet(bulk_matrices(q8, 32, v1 / ((1 + strain) * v2)))[1].mean()
    return 6 * v + t_hot * (1.5 * np.log(v2) + 0.5 * logdet)


strain = minimize_scalar(bulk_quasiharmonic, bounds=(0, 0.06), method="bounded",
                         options={"xatol": 1e-7}).x
assert 0.001 < strain < 0.059
v, v1, v2 = morse(1 + strain)
shift_bond = -2 * v * kd2 - static
shift_tension = kB * T_hot * (L_slab(q12, 24, tau=v1 / ((1 + strain) * v2)) - L_ref)

density = 4 * valence / (a_nm * 1e-9)**3
fermi = const.hbar**2 * (3 * np.pi**2 * density)**(2 / 3) / (2 * const.m_e) / eV * 1000
electronic = -np.pi**2 / 4 * valence * (kB * T_hot)**2 / fermi


def entropy_density(u):
    # mixing entropy of a level at u*kB*T from the Fermi level, free-electron density
    occ = 1 / (np.exp(u) + 1)
    hole = 1 / (np.exp(-u) + 1)
    states = 1.5 * valence / fermi * np.sqrt(1 + u * kB * T_hot / fermi)
    return -(occ * np.log(occ) + hole * np.log(hole)) * states * kB * T_hot


entropy = quad(entropy_density, -30, 30, points=[0])[0]
assert abs(-0.5 * kB * T_hot * entropy / electronic - 1) < 0.01

# ---------- output ----------
print(f"lattice constant a = {a_nm:.3f} nm")
print(f"bond length d = {d_m*1e9:.4f} nm")
print(f"area per surface atom = {area_nm2:.5f} nm^2")
print(f"mass M = {mass_u:.1f} u")
print(f"spring constant k = {k_spring:.1f} N/m")
print(f"bond energy eps = {eps_eV:.3f} eV")
print(f"hbar*w0 = {hw0:.3f} meV")
print(f"top bulk frequency = {w0*np.sqrt(bulk_sq.max())/(2*np.pi)*1e-12:.2f} THz")
print(f"static surface energy = {static:.1f} meV/atom")
print(f"static surface energy = {static*to_mJ_m2/1000:.3f} J/m^2")
for n in (12, 16, 24, 32):
    print(f"L, 4x4 determinant, {n}x{n} q points = {L_grid[n]:.6f}")
print(f"L extrapolated from 12 and 24 = {L_check:.6f}")
print(f"L extrapolated from 16 and 32 = {L:.6f}")
print(f"L, {LAYERS}-layer slab, 12x12 q points = {L_thick:.6f}")
for n in (4, 8, 16):
    print(f"L, {n}-layer slab, 24x24 q points = {L_thin[n]:.6f}")
print(f"L, Einstein estimate = {L_einstein:.4f}")
print(f"slope kB*L = {kB*L*1000:.2f} microeV/K per atom")
print(f"slope kB*L/area = {kB*L*to_mJ_m2:.4f} mJ/(m^2 K)")
print(f"zero-point surface term = {zero_point:.3f} meV/atom")
for T in (300, 600, 900):
    classical, quantum = kB * T * L, quantum_part(T)
    f = classical + quantum
    assert f < 0
    print(f"{T} K: classical kB*T*L = {classical:.2f} meV/atom")
    print(f"{T} K: quantum correction = {quantum:.3f} meV/atom")
    print(f"{T} K: total f = {f:.2f} meV/atom = {f*to_mJ_m2:.1f} mJ/m^2")
    print(f"{T} K: f/static = {100*f/static:.2f} %")
print(f"900 K: first quantum term = {first_term_900:.3f} meV/atom")
static_coh = cohesive_eV * 1000 / 3
print(f"rough cohesive energy = {cohesive_eV:.1f} eV/atom")
print(f"static energy from cohesion = {static_coh:.0f} meV/atom")
print(f"900 K: f/static from cohesion = {100*f/static_coh:.2f} %")
print(f"900 K: outer springs +20%: shift = {shift_stiff:+.2f} meV/atom")
print(f"900 K: outer springs -20%: shift = {shift_soft:+.2f} meV/atom")
print(f"900 K: quasi-harmonic linear strain = {100*strain:.2f} %")
print(f"900 K: shift from longer bonds = {shift_bond:+.2f} meV/atom")
print(f"900 K: shift from bond tension in L = {shift_tension:+.2f} meV/atom")
print(f"free-electron Fermi energy = {fermi/1000:.2f} eV")
print(f"900 K: bulk electronic free energy = {electronic:.2f} meV/atom")
print("verified")
```

Running it gives:

```
lattice constant a = 0.405 nm
bond length d = 0.2864 nm
area per surface atom = 0.08201 nm^2
mass M = 27.0 u
spring constant k = 20.0 N/m
bond energy eps = 0.250 eV
hbar*w0 = 13.902 meV
top bulk frequency = 9.50 THz
static surface energy = 500.0 meV/atom
static surface energy = 0.977 J/m^2
L, 4x4 determinant, 12x12 q points = -0.778419
L, 4x4 determinant, 16x16 q points = -0.778670
L, 4x4 determinant, 24x24 q points = -0.778847
L, 4x4 determinant, 32x32 q points = -0.778908
L extrapolated from 12 and 24 = -0.778990
L extrapolated from 16 and 32 = -0.778988
L, 40-layer slab, 12x12 q points = -0.778420
L, 4-layer slab, 24x24 q points = -0.800351
L, 8-layer slab, 24x24 q points = -0.783607
L, 16-layer slab, 24x24 q points = -0.779887
L, Einstein estimate = -0.6343
slope kB*L = -67.13 microeV/K per atom
slope kB*L/area = -0.1311 mJ/(m^2 K)
zero-point surface term = -8.146 meV/atom
300 K: classical kB*T*L = -20.14 meV/atom
300 K: quantum correction = -1.224 meV/atom
300 K: total f = -21.36 meV/atom = -41.7 mJ/m^2
300 K: f/static = -4.27 %
600 K: classical kB*T*L = -40.28 meV/atom
600 K: quantum correction = -0.620 meV/atom
600 K: total f = -40.90 meV/atom = -79.9 mJ/m^2
600 K: f/static = -8.18 %
900 K: classical kB*T*L = -60.42 meV/atom
900 K: quantum correction = -0.414 meV/atom
900 K: total f = -60.83 meV/atom = -118.8 mJ/m^2
900 K: f/static = -12.17 %
900 K: first quantum term = -0.415 meV/atom
rough cohesive energy = 3.4 eV/atom
static energy from cohesion = 1133 meV/atom
900 K: f/static from cohesion = -5.37 %
900 K: outer springs +20%: shift = +18.46 meV/atom
900 K: outer springs -20%: shift = -21.52 meV/atom
900 K: quasi-harmonic linear strain = 2.62 %
900 K: shift from longer bonds = -6.24 meV/atom
900 K: shift from bond tension in L = +1.72 meV/atom
free-electron Fermi energy = 11.65 eV
900 K: bulk electronic free energy = -3.82 meV/atom
verified
```
